# Why Unrestricted Direct RPA Has a Kink at the Coulson-Fischer Point

Exchanging the two spins of H2 cannot change its energy. Suppose that the bonding orbital $g$ splits into two different occupied orbitals, one for each spin, by mixing with the antibonding orbital $u$ through angles $+\theta$ and $-\theta$. Exchanging the spins changes the sign of $\theta$, so the energy is even in $\theta$ and can be written as a function of $x=\sin^2\theta$. Near $x=0$ the Hartree-Fock energy at bond length $R$ has the form

$$E_{HF}(x,R)=E_{RHF}(R)+2D(R)\,x+W(R)\,x^2 ,\qquad x\ge 0 .$$

If $W>0$ and $D$ falls through zero at $R_0$, the minimum stays at $x=0$ up to $R_0$ and then moves to $x=-D/W$. The angle grows as a square root of $R-R_0$, but $x$ grows linearly, so $x(R)$ has a corner.

A correlation energy $E_c(x,R)$ evaluated on these orbitals is also even in $\theta$. With a prime for $d/dR$, the slope of the total energy jumps at $R_0$ by

$$\left(\frac{\partial E_{HF}}{\partial x}+\frac{\partial E_c}{\partial x}\right)x'(R_0^+),
\qquad \frac{\partial E_{HF}}{\partial x}=2D=0 .$$

Hartree-Fock hides the corner because it is stationary there. The random-phase approximation (RPA) shows it unless $\partial E_c/\partial x$ happens to vanish. The minimal-basis model gives this derivative in closed form.

## The reference state

Let $g$ and $u$ be real and orthonormal, with core energies $h_g,h_u$. Write $(pq|rs)$ for the Coulomb interaction of the products $pq$ and $rs$, and set $J_{pq}=(pp|qq)$, $K=(gu|gu)$. The algebra uses atomic units. With $c=\cos\theta$ and $s=\sin\theta$, the occupied orbitals $i$ and empty orbitals $a$ are

$$i_\uparrow=cg+su,\quad a_\uparrow=-sg+cu,\qquad
i_\downarrow=cg-su,\quad a_\downarrow=sg+cu .$$

The occupied densities are $c^2g^2+s^2u^2\pm2cs\,gu$. Integrals containing $u$ an odd number of times vanish by parity, so the repulsion between the electrons is

$$(i_\uparrow i_\uparrow|i_\downarrow i_\downarrow)
=(1-x)^2J_{gg}+x^2J_{uu}+2x(1-x)J_{gu}-4x(1-x)K .$$

The core energy is $2(1-x)h_g+2xh_u$. Collecting powers of $x$ gives the quadratic form above, with

$$D=h_u-h_g-J_{gg}+J_{gu}-2K,\qquad W=M+4K,$$

$$M=J_{gg}+J_{uu}-2J_{gu}=(g^2-u^2|g^2-u^2).$$

Both $M$ and $K$ are Coulomb self-energies of charge distributions. Hence $M\ge0$, $K>0$ and $W>0$.

For $D<0$, inserting $x=-D/W$ lowers the energy by $D^2/W$. The slope of this lowering vanishes at $R_0$, so the unrestricted (UHF) energy has a continuous slope and a jump in curvature. The solution needs $x\le1$. It obeys the stronger bound $x<1/2$, with $g$ keeping the larger weight, when $D+W/2>0$. Substitution turns this into $h_u-h_g+(J_{uu}-J_{gg})/2>0$, which holds at the distances tested.

## The gap almost stops falling

The restricted orbital energies are $h_g+J_{gg}$ and $h_u+2J_{gu}-K$. Their difference is

$$\Delta_R=h_u-h_g-J_{gg}+2J_{gu}-K=D+J_{gu}+K .$$

For broken symmetry, take the spin-up gap; the spin-down gap is equal. An occupied electron does not interact with itself, while an electron in $a_\uparrow$ feels both occupied electrons and exchange with $i_\uparrow$:

$$\begin{aligned}
\Delta={}&(1-2x)(h_u-h_g)+(a_\uparrow a_\uparrow|i_\downarrow i_\downarrow)
+(a_\uparrow a_\uparrow|i_\uparrow i_\uparrow)\\
&-(a_\uparrow i_\uparrow|a_\uparrow i_\uparrow)
-(i_\uparrow i_\uparrow|i_\downarrow i_\downarrow).
\end{aligned}$$

Set $y=x(1-x)$, so that $c^4+s^4=1-2y$ and $(1-2x)^2=1-4y$. In the sum of the two direct terms with $a_\uparrow$, the contributions $\pm4yK$ cancel, leaving

$$2y(J_{gg}+J_{uu})+2(1-2y)J_{gu}.$$

The exchange integral follows from the product

$$i_\uparrow a_\uparrow=cs(u^2-g^2)+(1-2x)gu ,$$

whose self-energy is $yM+(1-2x)^2K$. Collecting each integral gives

$$\begin{aligned}
\Delta={}&(1-2x)\left[h_u-h_g-(1-x)J_{gg}+xJ_{uu}\right]\\
&+(2-4y)J_{gu}-(1-8y)K .
\end{aligned}$$

Now replace $h_u-h_g$ by $D+J_{gg}-J_{gu}+2K$. The coefficient of $J_{gu}$ becomes $1-2x(1-2x)$ and that of $K$ becomes $1+4x(1-2x)$. Therefore

$$\Delta=J_{gu}+K+(1-2x)(D+Wx).$$

The last factor vanishes on the broken solution, because that is its condition for a minimum. Both branches are then contained in

$$\Delta=J_{gu}+K+\max(D,0).$$

Before $R_0$ the gap falls with $D$. Afterwards that contribution is absent, and the slope of the gap jumps by $-D'$, which is positive. The gap then changes only through $J_{gu}+K$, which in the table below still falls, but slowly.

## The orbitals lose their charge response

Direct RPA has one excitation for each spin here. Its coupling matrix contains the Coulomb interactions of the transition densities, the second of which is

$$i_\downarrow a_\downarrow=cs(g^2-u^2)+(1-2x)gu .$$

Equal spins therefore couple by $yM+(1-2x)^2K$, and opposite spins by $-yM+(1-2x)^2K$. Their sum and difference are the eigenvalues for the charge and spin combinations:

$$k_+=2K(1-2x)^2,\qquad k_-=2x(1-x)M .$$

The factor in $k_+$ measures spin contamination. For two electrons, $S^2=1-P$, where $P$ exchanges their positions: $P$ is $+1$ for a singlet and $-1$ for a triplet. In the UHF determinant, the expectation value of $P$ is the squared overlap of the occupied orbitals, $(c^2-s^2)^2=(1-2x)^2$. Hence

$$\langle S^2\rangle=4x(1-x),\qquad k_+=2K\left(1-\langle S^2\rangle\right).$$

As the occupied orbitals separate onto different atoms, the $gu$ transition density disappears from the charge response.

## From the corner to the kink

The excitation matrix of direct RPA is $A=\Delta+k$ in each combination, and its coupling to de-excitations is $B=k$. Thus $\omega^2=(A-B)(A+B)=\Delta(\Delta+2k)$. The correlation energy, half the sum of $\omega-A$, is

$$E_c=F(\Delta,k_+)+F(\Delta,k_-),$$

$$F(\Delta,k)=\tfrac12\left[\sqrt{\Delta^2+2\Delta k}-\Delta-k\right].$$

For small $k$, the square root is $\Delta+k-k^2/(2\Delta)+\cdots$, so $F\approx-k^2/(4\Delta)$. Since $k_-$ starts linearly in $x$, its energy starts as $x^2$ and gives no slope jump.

For the charge combination, the derivatives are

$$F_\Delta=\frac12\left(\frac{\Delta+k_+}{\omega}-1\right),\qquad
F_k=\frac12\left(\frac{\Delta}{\omega}-1\right).$$

Because $\omega^2=(\Delta+k_+)^2-k_+^2$, the first is positive. Because $\omega>\Delta$, the second is negative. At $x=0$, $dk_+/dx=-8K$, while $x'$ jumps from zero to $-D'/W$. The slope of $k_+$ therefore jumps by $8KD'/W$. Adding the gap contribution gives

$$\boxed{\text{slope jump}=(-D')\left[F_\Delta+\frac{8K}{W}|F_k|\right]}$$

with $F_\Delta$ and $F_k$ evaluated at $R_0$. Both terms are positive when $D'<0$: a larger gap and a weaker coupling each make the correlation energy less negative. If $D$ merely touched zero with $D'=0$, this first-order kink would be absent.

## Numbers for H2

In the STO-3G basis, $D$ vanishes at $R_0=1.153$ angstrom (2.180 bohr). There $\Delta=21.954$ eV and $k_+=11.250$ eV, so

$$\omega=\sqrt{21.954^2+2(21.954)(11.250)}=31.240\ \text{eV},$$

$$E_c=\tfrac12(31.240-21.954-11.250)=-0.982\ \text{eV}.$$

The derivatives are $F_\Delta=0.03143$ and $F_k=-0.1486$. With $8K/W=1.931$ and $D'=-19.90$ eV/angstrom, the two contributions are

$$19.90\times0.03143\approx0.63,\qquad
19.90\times1.931\times0.1486\approx5.71$$

in eV/angstrom. The total slope rises from 7.4 to 13.7 eV/angstrom. Both parts come from the change of orbitals: the weakening of the coupling $k_+$ supplies 90 percent of the jump, and the change in the slope of the gap only about 10 percent. Calculations that change just the gap or just the couplings reproduce the two parts separately.

These numbers, and the 90 to 10 split, belong to the minimal basis and are not converged values for H2. In the cc-pVTZ basis the kink remains and still turns upward, but $R_0$ moves to 1.215 angstrom, the lowest gap there falls to about 15.5 eV, $E_c$ becomes about $-1.5$ eV, and the slope jump shrinks from 6.3 to about 3.4 eV/angstrom.

| $R$ (angstrom) | $\Delta_R$ (eV) | $\Delta$ (eV) | $k_+$ (eV) |
|---|---:|---:|---:|
| 1.00 | 25.63 | 25.63 | 10.71 |
| 1.153 ($R_0$) | 21.95 | 21.95 | 11.25 |
| 1.30 | 19.03 | 21.71 | 7.14 |
| 1.60 | 14.42 | 21.39 | 2.78 |

At 1.30 angstrom, breaking the symmetry lowers the Hartree-Fock energy by 0.30 eV but raises the RPA correlation energy from $-1.17$ to $-0.45$ eV. The better reference energy thus leads to a total that is 0.42 eV higher.

## Kink, bulge and bump

The restricted RPA curve continues smoothly through $R_0$. The slope jump is therefore also the initial slope of the unrestricted curve measured from the restricted one. This difference forms a bulge, which reaches 0.42 eV near 1.31 angstrom and ends where the curves cross, at 1.51 angstrom. In the cc-pVTZ basis the bulge is about half as high, roughly 0.2 eV, and the crossing moves out to about 1.57 angstrom.

The bulge is not a maximum of the unrestricted curve. A maximum at the kink would require the slope to change from positive to negative, whereas here it jumps upward. On the sampled points from $R_0$ to 3.0 angstrom, the unrestricted total keeps rising and stays below the energy of two atoms. The restricted total does not stay below it: at 2.0 angstrom it lies 1.82 eV above that energy.

At large separation the unrestricted correlation energy vanishes in this basis. Each atom has one electron and one orbital, leaving no empty orbital of the same spin on that atom. A larger basis removes this restriction, so the absence of a maximum is shown here only for this basis.

## No vanishing frequency in direct RPA

The kink might suggest that a direct RPA frequency reaches zero. It does not: since $k_\pm\ge0$, both frequencies are at least as large as the gap, about 22 eV at $R_0$ in the minimal basis.

Exchange in the response changes this. On the restricted side the spin combination has $k_-=0$, and exchange adds $-J_{gu}$ to $A$ and $-K$ to $B$. Hence $A=\Delta_R-J_{gu}=D+K$ and $B=-K$, which give

$$\omega_{\text{triplet}}^2=(A-B)(A+B)=(D+2K)D .$$

This frequency is 13.0 eV at 0.8 angstrom, 6.9 eV at 1.0 angstrom and zero at $R_0$. It signals the instability of the reference. Direct RPA lacks these exchange terms and receives the instability through the orbitals it is given.

The exact ground state in the same basis mixes the configurations $g^2$ and $u^2$ through $K$. With $E_1$ and $E_2$ their energies, the lower root is

$$E_{\text{exact}}=\frac{E_1+E_2}{2}
-\sqrt{\left(\frac{E_1-E_2}{2}\right)^2+K^2}.$$

Since $K>0$, the square root never reaches zero, and the energy is smooth when the integrals are. The kink is therefore an artefact of evaluating a non-stationary energy on orbitals that break symmetry. If the orbitals instead minimised the sum of the Hartree-Fock and RPA energies, the opening argument would apply to that sum: a continuous onset with a positive quadratic coefficient would leave its slope continuous. That condition fails in this model. With the same family of orbitals and the gap formula for general $x$, the quadratic coefficient of the sum is negative where its linear term vanishes. The minimum then jumps from $x=0$ to about $x=0.1$ near 1.48 angstrom, where the slope drops. Optimising the angle therefore replaces this kink by another instead of removing it.

The numerical check checks the minimal-basis formulas for the Hartree-Fock reference against explicit orbitals, frequency integration and one-sided slopes. It does not cover the optimised angle or the larger basis.

## Calculated quantities

```
H2, STO-3G; energies in eV, distances in angstrom
Coulson-Fischer distance R0: 1.1534 angstrom = 2.1797 bohr
two separate atoms, total energy: -25.3927 eV
At R0:
  h_u-h_g 11.2600 eV, K 5.6252 eV
  J_gg 16.3383, J_uu 17.1290, J_gu 16.3286 eV
  M 0.8100 eV, W 23.3107 eV
  gap 21.9538 eV, k_plus 11.2503 eV
  direct RPA frequencies 21.9538, 31.2401 eV
  RPA correlation energy -0.9820 eV
  dD/dR -19.8980 eV/angstrom
  slope jump of x 0.8536 per angstrom
  F_gap 0.03143, F_k -0.14863, 8K/W 1.93051
Slope jumps at R0 (right minus left), eV/angstrom:
  UHF gap, numerical 19.8980
  UHF energy, numerical -0.00001
  exact minimal-basis energy, numerical 0.00001
  RPA gap part: formula 0.6255, numerical 0.6255
  RPA orbital part: formula 5.7093, numerical 5.7093
  RPA total: formula 6.3348, numerical 6.3347
  orbital share of the jump 90.1 percent
  RPA total slope: left 7.3627, right 13.6974
R(angstrom)  x  <S2>  gap_R  gap_U  k_plus  k_minus (eV)
0.8000 0.00000 0.00000 31.7588 31.7588 10.0479 0.0000
1.0000 0.00000 0.00000 25.6316 25.6316 10.7099 0.0000
1.1534 0.00000 0.00000 21.9538 21.9538 11.2503 0.0000
1.3000 0.11078 0.39404 19.0333 21.7148 7.1370 0.1279
1.4000 0.17208 0.56986 17.3126 21.5839 5.2208 0.1560
1.6000 0.26748 0.78373 14.4192 21.3875 2.7766 0.1471
2.0000 0.38366 0.94586 10.2983 21.1797 0.7635 0.0737
3.0000 0.48123 0.99859 5.4045 21.0809 0.0229 0.0040
Ec: RPA correlation; E: total minus two atoms; all in eV
R(angstrom)  Ec_R  Ec_U  E_RHF  E_UHF  E_RPA_R  E_RPA_U  E_exact
0.8000 -0.6127 -0.6127 -4.8351 -4.8351 -5.4478 -5.4478 -5.4691
1.0000 -0.8070 -0.8070 -3.6176 -3.6176 -4.4246 -4.4246 -4.5711
1.1534 -0.9820 -0.9820 -2.3596 -2.3596 -3.3417 -3.3417 -3.6461
1.3000 -1.1700 -0.4485 -1.0870 -1.3841 -2.2570 -1.8326 -2.7762
1.4000 -1.3087 -0.2570 -0.2263 -0.9613 -1.5351 -1.2183 -2.2396
1.6000 -1.6064 -0.0803 1.3995 -0.4643 -0.2069 -0.5446 -1.3690
2.0000 -2.2441 -0.0067 4.0646 -0.1102 1.8205 -0.1169 -0.4212
3.0000 -3.6814 -0.0000 7.5407 -0.0033 3.8593 -0.0033 -0.0127
Lowest RPA frequency with exchange (restricted reference):
  R 0.8 angstrom: 13.0437 eV
  R 1.0 angstrom: 6.8746 eV
largest bulge 0.4249 eV at 1.3055 angstrom
restricted and unrestricted RPA cross at 1.5104 angstrom
maxima of unrestricted RPA beyond R0: 0
```
